**Gap closure and lost self-consistency in a polar chain**

For $N$ aligned dipoles $p$ at spacing $a$, the end-to-end drop is $D(N)=(2kp/a^2)\sum_{m=1}^{N-1}1/m^2$, with $k=e^2/(4\pi\varepsilon_0)$, and it saturates at $\pi^2kp/(3a^2)$. The program asserts the drop at finite $N$ against explicit sums over charge pairs, and asserts the rigid level shift against diagonalization with weak hopping. With ionization energy $I$, electron affinity $A$ and curvature $U$, the semilocal gap is $I-A-U=2.6$ eV in the model, and it closes first at $N=8$, a length of 35 Å. Enumeration of neutral charge states asserts one integer aufbau solution at $N=7$ and none at $N=8$, while every charged integer state at $N=8$ costs energy. The program also asserts that the fractional end charge satisfies the level conditions, and that smeared iteration converges just below the derived mixing limit but not just above it. For NH$_3$ with PBE, it asserts that the mean of the two end-point levels reproduces the ionization energy within a tenth of the curvature. The output shows a difference of about 0.05 eV there, and a saturated drop for an ammonia chain well below the molecular gap.

## Verification by program

```python
"""
Result under test: in a straight vacuum chain of N aligned dipoles the
end-to-end potential drop is D(N) = (2 k p / a^2) * sum_{m<N} 1/m^2.
It saturates at pi^2 k p / (3 a^2). A semilocal gap below that limit closes
at finite N, and then no integer-occupation self-consistent state exists.

Symbols: k = e^2/(4 pi eps0) in eV Angstrom, p = dipole (e Angstrom),
a = spacing (Angstrom), I = ionization energy, A = electron affinity,
U = curvature of the semilocal energy in the charge of one molecule (eV),
Q = net molecular charges (e), q = electrons moved from end to end.
Each molecule has one HOMO and one LUMO, each holding two electrons.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit
from pyscf import gto, dft

k = const.e / (4 * np.pi * const.epsilon_0) * 1e10
p, a = 1.5, 5.0
I, A, U = 9.0, 1.4, 5.0
gap_semilocal = I - A - U
unit = k * p / a**2


def inverse_square_sum(n):
    return sum(1.0 / m**2 for m in range(1, n + 1))


def drop(n):
    return 2 * unit * inverse_square_sum(n - 1)


def potential_from_charges(n, d):
    """Potential at molecular centres from explicit charge pairs +-p/d,
    leaving out the pair of the molecule itself."""
    x = a * np.arange(n)
    phi = np.zeros(n)
    for i in range(n):
        for j in range(n):
            if i != j:
                phi[i] += k * p / d * (1 / abs(x[i] - x[j] - d / 2)
                                       - 1 / abs(x[i] - x[j] + d / 2))
    return phi


def site_potential(n):
    """Point-dipole potential, summed directly over the other molecules."""
    phi = np.zeros(n)
    for i in range(n):
        for j in range(n):
            if i != j:
                phi[i] += unit * np.sign(i - j) / (i - j)**2
    return phi


def interaction(n):
    r = a * np.abs(np.subtract.outer(np.arange(n), np.arange(n)))
    return np.where(r > 0, k / np.where(r > 0, r, 1.0), U)


def levels(Q):
    """Semilocal HOMO and LUMO energies of every molecule for charges Q."""
    n = Q.shape[-1]
    homo = -I + U / 2 - site_potential(n) - Q @ interaction(n)
    return homo, homo + gap_semilocal


# --- potential drop, its location and its limit
for n in (2, 5, 8, 12):
    phi = potential_from_charges(n, 0.01 * a)
    assert abs(phi[-1] - phi[0] - drop(n)) < 1e-3 * drop(n)
    assert np.all(np.diff(phi) > 0)
limit = np.pi**2 / 3 * unit
assert abs(drop(20001) - limit) < 1e-3 and drop(20001) < limit

# --- critical number of molecules: direct search against the estimate
def critical_number(s):
    n, total = 1, 0.0
    while total <= s:
        total += 1.0 / n**2
        n += 1
    return n


for s in np.linspace(1.05, 1.63, 59):
    estimate_s = 0.5 + 1 / (np.pi**2 / 6 - s)
    assert abs(critical_number(s) - (np.floor(estimate_s) + 1)) <= 1
s_model = gap_semilocal / (2 * unit)
assert s_model < np.pi**2 / 6
estimate = 0.5 + 1 / (np.pi**2 / 6 - s_model)
n_c = critical_number(s_model)
assert drop(n_c) > gap_semilocal >= drop(n_c - 1)
assert limit < I - A

d_long = 2.0
n_long = 2
while np.ptp(potential_from_charges(n_long, d_long)) <= gap_semilocal:
    n_long += 1

# --- rigid level shift against diagonalization with weak hopping
hopping = 0.02
hop_gaps = {}
for n in (4, n_c - 1):
    homo, lumo = levels(np.zeros(n))
    neighbour = hopping * (np.eye(n, k=1) + np.eye(n, k=-1))
    H = np.block([[np.diag(homo) + neighbour, neighbour],
                  [neighbour, np.diag(lumo) + neighbour]])
    e = np.linalg.eigvalsh(H)
    hop_gaps[n] = e[n] - e[n - 1]
    assert abs(hop_gaps[n] - (gap_semilocal - drop(n))) < 5 * hopping**2 / unit


# --- all integer charge states: aufbau test and true integer energies
def neutral_states(n):
    Q = np.indices((5,) * n).reshape(n, -1).T - 2
    return Q[Q.sum(axis=1) == 0]


def count_aufbau_states(n):
    Q = neutral_states(n)
    homo, lumo = levels(Q)
    highest_filled = np.maximum(np.where(Q < 2, homo, -np.inf).max(axis=1),
                                np.where(Q < 0, lumo, -np.inf).max(axis=1))
    lowest_empty = np.minimum(np.where(Q > 0, homo, np.inf).min(axis=1),
                              np.where(Q > -2, lumo, np.inf).min(axis=1))
    return int(np.sum(highest_filled <= lowest_empty + 1e-10))


solutions_before = count_aufbau_states(n_c - 1)
solutions_after = count_aufbau_states(n_c)
assert solutions_before == 1 and solutions_after == 0

states = neutral_states(n_c)
size = np.abs(states)
molecular = np.where(states > 0, I * size, -A * size) + U * size * (size - 1) / 2
J_off = interaction(n_c) - U * np.eye(n_c)
energies = (molecular.sum(axis=1) + states @ site_potential(n_c)
            + 0.5 * np.sum((states @ J_off) * states, axis=1))
charged = np.any(states != 0, axis=1)
best = np.argmin(np.where(charged, energies, np.inf))
assert energies[best] > 0
end_state = np.zeros(n_c, dtype=int)
end_state[0], end_state[-1] = 1, -1
end_cost = energies[np.all(states == end_state, axis=1)][0]


def gap_line(n):
    return gap_semilocal - drop(n), 2 * (U - k / ((n - 1) * a))


g0_c, K_c = gap_line(n_c)
assert abs(end_cost - (g0_c + K_c / 2)) < 1e-9
assert abs(end_cost - (I - A - drop(n_c) - k / ((n_c - 1) * a))) < 1e-9


# --- full-step self-consistency at zero temperature
def full_step_history(n, steps):
    Q, history = np.zeros(n), []
    for _ in range(steps):
        order = np.argsort(np.concatenate(levels(Q)), kind="stable")
        occupation = np.zeros(2 * n)
        occupation[order[:n]] = 2
        Q_new = 2 - occupation[:n] - occupation[n:]
        history.append((Q_new[0], np.abs(Q_new - Q).max()))
        Q = Q_new
    return history


before = full_step_history(n_c - 1, 200)
after = full_step_history(n_c, 200)
assert all(change == 0 for _, change in before)
assert all(change > 0 for _, change in after)

# --- fractional solution: optimality of the levels and strict convexity
fractions = {}
for n in (n_c, 12):
    g0, K = gap_line(n)
    q = -g0 / K
    Q = np.zeros(n)
    Q[0], Q[-1] = q, -q
    homo, lumo = levels(Q)
    assert 0 < q < 2
    assert abs(homo[0] - lumo[-1]) < 1e-9
    assert homo[1:].max() < homo[0] and lumo[:-1].min() > lumo[-1]
    fractions[n] = q
lowest_stiffness = np.linalg.eigvalsh(interaction(12))[0]
assert lowest_stiffness > 0

# --- smearing and linear mixing in the full chain
n_hot, kT = 12, 0.025
g0_hot, K_hot = gap_line(n_hot)
q_hot = brentq(lambda q: g0_hot + K_hot * q - 2 * kT * np.log((2 - q) / q),
               1e-12, 2 - 1e-12, xtol=1e-14)
response = K_hot * q_hot * (2 - q_hot) / (4 * kT)
mixing_limit = 2 / (1 + response)
assert mixing_limit < 1


def smeared_scf(weight, steps=400):
    Q = np.zeros(n_hot)
    Q[0], Q[-1] = 1.01 * q_hot, -1.01 * q_hot
    trace = []
    for _ in range(steps):
        e = np.concatenate(levels(Q))
        mu = brentq(lambda m: 2 * expit((m - e) / kT).sum() - 2 * n_hot,
                    e.min() - 5, e.max() + 5, xtol=1e-13)
        occupation = 2 * expit((mu - e) / kT)
        Q = (1 - weight) * Q + weight * (2 - occupation[:n_hot]
                                         - occupation[n_hot:])
        trace.append(Q[0])
    return np.array(trace)


stable = smeared_scf(0.9 * mixing_limit)
unstable = smeared_scf(1.1 * mixing_limit)
assert abs(stable[-1] - q_hot) < 1e-6
assert np.abs(unstable[-10:] - q_hot).max() > 0.05 * q_hot

# --- real molecule: convexity of PBE for NH3 at fixed geometry
geometry = """N 0 0 0; H 0.9377 0 -0.3816;
H -0.46885 0.81207 -0.3816; H -0.46885 -0.81207 -0.3816"""
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10


def run_pbe(charge):
    mol = gto.M(atom=geometry, basis="aug-cc-pvdz", charge=charge,
                spin=charge, verbose=0)
    mf = dft.UKS(mol) if charge else dft.RKS(mol)
    mf.xc = "pbe"
    mf.grids.level = 2
    mf.kernel()
    assert mf.converged
    return mol, mf


mol0, neutral = run_pbe(0)
mol1, cation = run_pbe(1)
n_pairs = mol0.nelectron // 2
nh3_homo = neutral.mo_energy[n_pairs - 1] * hartree
nh3_gap = neutral.mo_energy[n_pairs] * hartree - nh3_homo
nh3_hole = cation.mo_energy[1][mol1.nelec[1]] * hartree
nh3_I = (cation.e_tot - neutral.e_tot) * hartree
nh3_U = nh3_homo - nh3_hole
nh3_mean = -(nh3_homo + nh3_hole) / 2
assert nh3_U > 0 and -nh3_homo < nh3_I
# the midpoint rule is exact only for constant curvature
assert abs(nh3_mean - nh3_I) < 0.1 * nh3_U
nh3_p = np.linalg.norm(neutral.dip_moment(unit="AU", verbose=0)) * bohr
nh3_spacing = 3.5
nh3_limit = np.pi**2 / 3 * k * nh3_p / nh3_spacing**2
assert nh3_limit < nh3_gap

print(f"Coulomb constant k = {k:.4f} eV Angstrom")
print(f"model dipole p = {p:.1f} e Angstrom, spacing a = {a:.1f} Angstrom")
print(f"model I = {I:.1f} eV, A = {A:.1f} eV, U = {U:.1f} eV")
print(f"fundamental gap I-A = {I - A:.2f} eV")
print(f"semilocal gap of one molecule = {gap_semilocal:.2f} eV")
print(f"potential unit k p/a^2 = {unit:.4f} eV")
print(f"saturated drop = {limit:.4f} eV")
print(f"s = {s_model:.4f}, pi^2/6 = {np.pi**2 / 6:.4f} (no unit)")
for n in (2, 3, 4, 6, n_c - 1, n_c, 12):
    print(f"N = {n}: drop = {drop(n):.4f} eV, "
          f"neutral-chain gap = {gap_semilocal - drop(n):.4f} eV")
print(f"estimate 1/2 + 1/(pi^2/6 - s) = {estimate:.3f} molecules")
print(f"first closed chain: N = {n_c} molecules")
print(f"its centre-to-centre length = {(n_c - 1) * a:.1f} Angstrom")
print(f"first closed N for dipole length {d_long:.1f} Angstrom = {n_long}")
for n, value in hop_gaps.items():
    print(f"N = {n}: gap with hopping {hopping:.2f} eV = {value:.4f} eV")
print(f"integer aufbau solutions at N = {n_c - 1}: {solutions_before}")
print(f"integer aufbau solutions at N = {n_c}: {solutions_after}")
print(f"neutral integer charge states searched at N = {n_c}: {len(states)}")
print("charge of first molecule, full steps 1-8 (e):",
      [int(x[0]) for x in after[:8]])
for n, q in fractions.items():
    print(f"N = {n}: K = {gap_line(n)[1]:.4f} eV/e, q* = {q:.5f} e")
print(f"lowest eigenvalue of charge interaction = {lowest_stiffness:.3f} eV")
print(f"end-to-end one-electron cost at N = {n_c}: {end_cost:.3f} eV")
print(f"lowest charged integer state at N = {n_c}: {energies[best]:.3f} eV")
print("its molecular charges (e):", states[best].tolist())
print(f"smearing kT = {kT:.3f} eV, chain N = {n_hot}")
print(f"smeared transfer q = {q_hot:.5f} e")
print(f"smeared frontier gap = {g0_hot + K_hot * q_hot:.4f} eV")
print(f"response K q(2-q)/(4kT) = {response:.3f} (no unit)")
print(f"largest stable mixing weight = {mixing_limit:.4f} (no unit)")
print(f"transfer at 0.9 of the limit, last step = {stable[-1]:.5f} e")
print(f"transfer at 1.1 of the limit, last two steps = "
      f"{unstable[-2]:.5f}, {unstable[-1]:.5f} e")
print("NH3 level: PBE/aug-cc-pVDZ, fixed geometry")
print(f"NH3 HOMO = {nh3_homo:.3f} eV")
print(f"NH3+ lowest empty beta level = {nh3_hole:.3f} eV")
print(f"NH3 I from total energies = {nh3_I:.3f} eV")
print(f"NH3 I from mean of the two levels = {nh3_mean:.3f} eV")
print(f"NH3 hole curvature = {nh3_U:.3f} eV")
print(f"NH3 dipole = {nh3_p:.4f} e Angstrom")
print(f"NH3 orbital gap = {nh3_gap:.3f} eV")
print(f"NH3 saturated drop at {nh3_spacing:.1f} Angstrom = {nh3_limit:.3f} eV")
print("tests ok")
```

Running it gives:

```
Coulomb constant k = 14.3996 eV Angstrom
model dipole p = 1.5 e Angstrom, spacing a = 5.0 Angstrom
model I = 9.0 eV, A = 1.4 eV, U = 5.0 eV
fundamental gap I-A = 7.60 eV
semilocal gap of one molecule = 2.60 eV
potential unit k p/a^2 = 0.8640 eV
saturated drop = 2.8424 eV
s = 1.5047, pi^2/6 = 1.6449 (no unit)
N = 2: drop = 1.7280 eV, neutral-chain gap = 0.8720 eV
N = 3: drop = 2.1599 eV, neutral-chain gap = 0.4401 eV
N = 4: drop = 2.3519 eV, neutral-chain gap = 0.2481 eV
N = 6: drop = 2.5291 eV, neutral-chain gap = 0.0709 eV
N = 7: drop = 2.5771 eV, neutral-chain gap = 0.0229 eV
N = 8: drop = 2.6123 eV, neutral-chain gap = -0.0123 eV
N = 12: drop = 2.6922 eV, neutral-chain gap = -0.0922 eV
estimate 1/2 + 1/(pi^2/6 - s) = 7.629 molecules
first closed chain: N = 8 molecules
its centre-to-centre length = 35.0 Angstrom
first closed N for dipole length 2.0 Angstrom = 6
N = 4: gap with hopping 0.02 eV = 0.2477 eV
N = 7: gap with hopping 0.02 eV = 0.0225 eV
integer aufbau solutions at N = 7: 1
integer aufbau solutions at N = 8: 0
neutral integer charge states searched at N = 8: 38165
charge of first molecule, full steps 1-8 (e): [2, -2, 2, -2, 2, -2, 2, -2]
N = 8: K = 9.1772 eV/e, q* = 0.00134 e
N = 12: K = 9.4764 eV/e, q* = 0.00973 e
lowest eigenvalue of charge interaction = 1.052 eV
end-to-end one-electron cost at N = 8: 4.576 eV
lowest charged integer state at N = 8: 3.838 eV
its molecular charges (e): [1, -1, 0, 0, 0, 0, 0, 0]
smearing kT = 0.025 eV, chain N = 12
smeared transfer q = 0.03154 e
smeared frontier gap = 0.2067 eV
response K q(2-q)/(4kT) = 5.884 (no unit)
largest stable mixing weight = 0.2905 (no unit)
transfer at 0.9 of the limit, last step = 0.03154 e
transfer at 1.1 of the limit, last two steps = 0.02883, 0.03630 e
NH3 level: PBE/aug-cc-pVDZ, fixed geometry
NH3 HOMO = -6.165 eV
NH3+ lowest empty beta level = -15.670 eV
NH3 I from total energies = 10.964 eV
NH3 I from mean of the two levels = 10.917 eV
NH3 hole curvature = 9.505 eV
NH3 dipole = 0.3087 e Angstrom
NH3 orbital gap = 5.450 eV
NH3 saturated drop at 3.5 Angstrom = 1.194 eV
tests ok
```
